# Miller's Rule and Static Permutation Symmetry from a Classical Anharmonic Oscillator

## Question

I am modelling a bound electron as a damped oscillator with a small quadratic term in the force,

$$\ddot x+\gamma\dot x+\omega_0^2x+ax^2=\frac{q}{m}E(t),$$

and I want its second-order susceptibility $\chi^{(2)}$. The exercise says that the answer can be written as a product of three linear susceptibilities (Miller's rule), and that I should then show full permutation symmetry in the static limit.

I can solve the linear problem, but I am stuck on three points:

1. When I square the linear solution, the term at $\omega_1+\omega_2$ comes with a factor 2, but the term at $2\omega_1$ does not. Does $\chi^{(2)}$ contain that 2?
2. With a single coordinate $x$ there is only $\chi^{(2)}_{xxx}$. What is there to permute?
3. My course is on density functional perturbation theory, where $\chi^{(2)}$ is obtained from a third-order energy. I see no energy in my calculation. Where is it?

## Answer

Your second point decides how to set up the problem, so I start there. With one coordinate the static symmetry is empty: exchanging $x$ with $x$ changes nothing. The statement gains content when the charge can move in three directions, and it then depends on the force having a potential.

### The model in three dimensions

Let each charge $q$ of mass $m$ have displacement $\mathbf r=(r_x,r_y,r_z)$ from equilibrium and potential energy

$$V=\frac m2\sum_i\omega_i^2r_i^2+\frac m3\sum_{ijk}a_{ijk}r_ir_jr_k .$$

The axes are those in which the quadratic part is diagonal. The product $r_ir_jr_k$ does not depend on the order of its factors, so only the fully symmetric part of $a_{ijk}$ contributes to $V$. We may therefore take $a_{ijk}$ to be unchanged by every permutation of its indices.

Now differentiate. In the cubic term, $\partial/\partial r_i$ can act on any of the three factors. By the symmetry of $a_{ijk}$ the three results are equal, and their sum cancels the $1/3$:

$$-\frac{\partial V}{\partial r_i}=-m\omega_i^2r_i-m\sum_{jk}a_{ijk}r_jr_k .$$

Adding the damping force $-m\gamma\dot r_i$ and the electric force $qE_i$, and dividing by $m$, gives

$$\ddot r_i+\gamma\dot r_i+\omega_i^2r_i+\sum_{jk}a_{ijk}r_jr_k=\frac qmE_i(t). \tag{1}$$

For motion along $x$ alone, with $a_{xxx}=a$, this is your equation. A cubic potential has no lower bound, so the model is meant for small displacements about the local minimum at $\mathbf r=0$.

I also assume that the charges are independent, with number density $N$, that the field is uniform over the motion of each one, and that the field acting on a charge is the macroscopic field. The last assumption omits local-field corrections.

### First order

Write the real field as a sum over positive and negative frequencies,

$$E_i(t)=\sum_\omega A_i(\omega)e^{-i\omega t},\qquad A_i(-\omega)=A_i(\omega)^* .$$

A wave $E_0\cos\omega t$ thus has $A(\omega)=E_0/2$. Expand the displacement in powers of the field, $\mathbf r=\mathbf r^{(1)}+\mathbf r^{(2)}+\dots$ The quadratic term in (1) is at least of second order, so it drops out of the first-order equation. For a response proportional to $e^{-i\omega t}$, each time derivative gives a factor $-i\omega$, and hence

$$r_i^{(1)}(\omega)=\frac{q}{m}\frac{A_i(\omega)}{D_i(\omega)},\qquad D_i(\omega)=\omega_i^2-\omega^2-i\gamma\omega . \tag{2}$$

For $\gamma>0$ this is the forced motion that remains after transients have decayed. For $\gamma=0$ transients do not decay, and the undamped values quoted below mean the forced part alone, the limit $\gamma\to0$ away from resonance. The polarization is $P_i=Nqr_i$, and the linear susceptibility is defined by $P_i^{(1)}=\varepsilon_0\chi_iA_i$, so

$$\chi_i(\omega)=\frac{Nq^2}{\varepsilon_0m\,D_i(\omega)} . \tag{3}$$

One index is enough, because in these axes the linear response is diagonal.

### Second order, and the factor 2

The second-order part of $r_jr_k$ is $r_j^{(1)}r_k^{(1)}$. The external field is of first order and does not appear, so

$$\ddot r_i^{(2)}+\gamma\dot r_i^{(2)}+\omega_i^2r_i^{(2)}=-\sum_{jk}a_{ijk}r_j^{(1)}r_k^{(1)} . \tag{4}$$

This is the same linear oscillator as before, now driven by the product of two first-order motions.

Let the input frequencies be $\omega_1\neq\omega_2$. The part of the sum in (4) that oscillates as $e^{-i(\omega_1+\omega_2)t}$ has the coefficient

$$\sum_{jk}a_{ijk}\left[r_j^{(1)}(\omega_1)r_k^{(1)}(\omega_2)+r_j^{(1)}(\omega_2)r_k^{(1)}(\omega_1)\right].$$

In the second term, exchange the names of the summation indices $j$ and $k$ and use $a_{ikj}=a_{ijk}$. It becomes equal to the first, and the result is twice the first term. For frequency doubling there is a single product, $r_j^{(1)}(\omega_1)r_k^{(1)}(\omega_1)$, and no 2. Both cases are covered by a factor $g$, with $g=2$ for two distinct input frequencies and $g=1$ for doubling:

$$r_i^{(2)}(\omega_1+\omega_2)=-\frac{g}{D_i(\omega_1+\omega_2)}\sum_{jk}a_{ijk}\,r_j^{(1)}(\omega_1)\,r_k^{(1)}(\omega_2). \tag{5}$$

Whether $\chi^{(2)}$ contains $g$ is a matter of definition. I put it outside:

$$P_i^{(2)}(\omega_1+\omega_2)=\varepsilon_0\,g\sum_{jk}\chi^{(2)}_{ijk}(\omega_1+\omega_2;\omega_1,\omega_2)A_j(\omega_1)A_k(\omega_2). \tag{6}$$

The first frequency in the argument belongs to the output index $i$, the other two to $j$ and $k$. With this choice $\chi^{(2)}$ is one smooth function of the frequencies, with no jump by a factor 2 at $\omega_1=\omega_2$. That answers your first question.

Insert (2) into (5) and multiply by $Nq$:

$$P_i^{(2)}=-g\,\frac{Nq^3}{m^2}\sum_{jk}\frac{a_{ijk}A_j(\omega_1)A_k(\omega_2)}{D_i(\omega_1+\omega_2)D_j(\omega_1)D_k(\omega_2)} .$$

Comparison with (6) gives

$$\chi^{(2)}_{ijk}(\omega_1+\omega_2;\omega_1,\omega_2)=-\frac{Nq^3}{\varepsilon_0m^2}\,\frac{a_{ijk}}{D_i(\omega_1+\omega_2)D_j(\omega_1)D_k(\omega_2)} . \tag{7}$$

For difference-frequency generation, replace $\omega_2$ by $-\omega_2$. From (2), $D_k(-\omega)=D_k(\omega)^*$.

### Miller's rule

Each denominator in (7) also occurs in a linear susceptibility. Solving (3) for it gives $1/D_i=\varepsilon_0m\chi_i/(Nq^2)$. Three such factors change the prefactor of (7) into

$$-\frac{Nq^3a_{ijk}}{\varepsilon_0m^2}\left(\frac{\varepsilon_0m}{Nq^2}\right)^3=-\frac{m\varepsilon_0^2a_{ijk}}{N^2q^3}.$$

Therefore, with no summation over repeated indices,

$$\boxed{\chi^{(2)}_{ijk}(\omega_1+\omega_2;\omega_1,\omega_2)=\delta_{ijk}\,\chi_i(\omega_1+\omega_2)\,\chi_j(\omega_1)\,\chi_k(\omega_2),\quad \delta_{ijk}=-\frac{m\varepsilon_0^2a_{ijk}}{N^2q^3}} \tag{8}$$

Here $\delta_{ijk}$ is Miller's coefficient, not a Kronecker delta. The three factors follow the mechanism: two linear responses produce the motions that are multiplied together, and a third turns their product into a displacement at the output frequency.

The sign can be checked directly. For $a_{xxx}>0$ the quadratic force $-ma_{xxx}x^2$ pushes towards negative $x$. An electron has $q=-e$, so this shift gives a positive static polarization. Formula (8) agrees, since $q^3<0$ makes $\delta_{xxx}>0$. If the potential has inversion symmetry, $V(-\mathbf r)=V(\mathbf r)$, then all $a_{ijk}$ vanish, and $\chi^{(2)}$ with them.

Two statements go under the name of Miller's rule. The first is that $\delta_{ijk}$ does not depend on frequency, which in this model follows from (8). The second is that $\delta$ has a similar size in different materials. The model supports that only as a rough estimate. Suppose the quadratic force becomes comparable to the linear one at a displacement of the order of the atomic spacing $d$. Then $ma\,d^2\sim m\omega_0^2d$, or $a\sim\omega_0^2/d$. With $N\sim1/d^3$,

$$|\delta|\sim\frac{m\varepsilon_0^2\omega_0^2d^5}{e^3} .$$

How this varies with $d$ depends on how $\omega_0$ does, which the model leaves open. At fixed $\omega_0$, a spacing larger by 10 percent raises it by a factor $1.1^5\approx1.61$. If instead the restoring force is of Coulomb size, $m\omega_0^2d\sim e^2/(4\pi\varepsilon_0d^2)$, then $\omega_0^2\propto d^{-3}$, $|\delta|\propto d^2$, and the factor is $1.1^2=1.21$. The estimate is at best one of order of magnitude.

The product form also rests on all oscillators sharing the same denominators $D_i(\omega)$, as they do when there is a single kind. With several independent kinds $s$, the contributions add: $\chi^{(2)}_{ijk}=\sum_s\delta^s_{ijk}\chi^s_i\chi^s_j\chi^s_k$ (for common axes). When the kinds have different denominators, this is in general not a constant times the product of the total linear susceptibilities.

### Numbers for the product

Take electrons with the round parameters $d=0.30$ nm, $N=1/d^3=3.70\times10^{28}\ \mathrm{m^{-3}}$, $\omega_x,\omega_y,\omega_z=1.0,\,1.2,\,1.5\times10^{16}$ rad/s and $\gamma=10^{15}\ \mathrm{s^{-1}}$. Let $a_{xxx}=\omega_x^2/d=3.33\times10^{41}\ \mathrm{m^{-1}s^{-2}}$ and $a_{xyz}=a_{xxx}/2$. These values describe no particular material, and the $\delta_{xxx}$ they give should not be read as typical: tabulated data for common crystals such as quartz, KDP, lithium niobate and GaAs correspond to roughly 0.2 to 1 pm/V in this convention. Equation (8) gives

$$\delta_{xxx}=4.22\ \mathrm{pm/V},\qquad \delta_{xyz}=2.11\ \mathrm{pm/V}.$$

For inputs $\omega_1=4.2\times10^{15}$ and $\omega_2=2.8\times10^{15}$ rad/s, the linear susceptibilities are

- $\chi_x(\omega_1)=1.4275+0.0728i$,
- $\chi_x(\omega_2)=1.2778+0.0388i$,
- $\chi_x(\omega_1+\omega_2)=2.2685+0.3114i$.

The first two multiply to $1.821+0.148i$, and the third factor brings this to $4.085+0.904i$. Hence

$$\chi^{(2)}_{xxx}(\omega_1+\omega_2)=4.22\,(4.085+0.904i)\ \mathrm{pm/V}\approx(17.2+3.8i)\ \mathrm{pm/V}.$$

The same $\delta_{xxx}$ gives $9.3+0.3i$ pm/V for the difference frequency and $30.8+12.3i$ pm/V for doubling $\omega_1$. The last value is large because $2\omega_1=8.4\times10^{15}$ rad/s lies near the resonance $\omega_x$, where $\chi_x$ has grown to $3.70+1.06i$.

The numerical check integrates the full nonlinear equation (1) in time and reads both the linear and the quadratic response from the periodic motion. The ratio $\chi^{(2)}/(\chi\chi\chi)$ formed from these simulated quantities is 4.22 pm/V in all three processes.

### The static limit

At zero frequency $D_i(0)=\omega_i^2$. The damping has dropped out, and (7) becomes

$$\chi^{(2)}_{ijk}(0;0,0)=-\frac{Nq^3}{\varepsilon_0m^2}\,\frac{a_{ijk}}{\omega_i^2\,\omega_j^2\,\omega_k^2} . \tag{9}$$

The denominator is a product of three numbers, one for each index, and does not depend on their order. The numerator is fully symmetric. So

$$\chi^{(2)}_{ijk}=\chi^{(2)}_{jik}=\chi^{(2)}_{kji}=\dots$$

for all six permutations, even when the three resonance frequencies differ. This is the required full permutation symmetry.

In the example, the static linear susceptibilities are $\chi_x=1.179$, $\chi_y=0.819$ and $\chi_z=0.524$, so

$$\chi^{(2)}_{xyz}(0)=2.11\times1.179\times0.819\times0.524\ \mathrm{pm/V}\approx1.07\ \mathrm{pm/V}.$$

Solving for the equilibrium position in a static field and differentiating numerically gives 1.07 pm/V for each of the six orderings of $xyz$.

The symmetry between $j$ and $k$ is no achievement, because they label two factors of one product. The symmetry between the output index $i$ and the input indices is the physical part, and it comes from the potential, since

$$a_{ijk}=\frac1{2m}\left.\frac{\partial^3V}{\partial r_i\partial r_j\partial r_k}\right|_{\mathbf r=0}$$

and partial derivatives commute. To see that this matters, double $a_{xyz}$ and $a_{xzy}$ in the $x$ component of the force and leave the $y$ and $z$ components alone. Such a force has no potential, because $\partial F_x/\partial r_y\neq\partial F_y/\partial r_x$. The static values are then $\chi^{(2)}_{xyz}=2.13$ but $\chi^{(2)}_{yzx}=1.07$ pm/V, and the symmetry is lost.

### Where the third-order energy is

For a static field, define the energy per volume as

$$u(\mathbf E)=N\min_{\mathbf r}\left[V(\mathbf r)-q\,\mathbf r\cdot\mathbf E\right],$$

where the minimum is the local one near the origin. When $\mathbf E$ changes, the minimizing $\mathbf r$ changes too, but this has no first-order effect because the bracket is stationary there. Only the explicit field dependence counts: $\partial u/\partial E_i=-Nqr_i=-P_i$.

At zero frequency the second-order polarization is $P_i^{(2)}=\varepsilon_0\sum_{jk}\chi^{(2)}_{ijk}E_jE_k$, with $\mathbf E$ the full static field. Two derivatives produce a factor 2, and therefore

$$\chi^{(2)}_{ijk}(0)=\frac1{2\varepsilon_0}\frac{\partial^2P_i}{\partial E_j\partial E_k}=-\frac1{2\varepsilon_0}\frac{\partial^3u}{\partial E_i\partial E_j\partial E_k}, \tag{10}$$

taken at $\mathbf E=0$. This shows the static symmetry again, without solving for the motion: a third derivative of one function does not depend on the order of differentiation.

Now collect the third-order terms of $u$, using $\mathbf r=\mathbf r^{(1)}+\mathbf r^{(2)}+\dots$:

$$\frac{u^{(3)}}N=\sum_i\left(m\omega_i^2r_i^{(1)}-qE_i\right)r_i^{(2)}+\frac m3\sum_{ijk}a_{ijk}r_i^{(1)}r_j^{(1)}r_k^{(1)} .$$

The bracket vanishes, because $m\omega_i^2r_i^{(1)}=qE_i$ is the static first-order equation. So $\mathbf r^{(2)}$ is not needed:

$$u^{(3)}=\frac{Nm}3\sum_{ijk}a_{ijk}r_i^{(1)}r_j^{(1)}r_k^{(1)}=\frac{Nq^3}{3m^2}\sum_{ijk}\frac{a_{ijk}E_iE_jE_k}{\omega_i^2\omega_j^2\omega_k^2} . \tag{11}$$

Three derivatives of the last sum give a factor $3!=6$, and (10) then reproduces (9), including the sign.

This is a case of the $2n+1$ theorem: for a variational energy, the response of the variables to order $n$ fixes the energy to order $2n+1$. Here $n=1$; the relation $\partial u/\partial E_i=-P_i$ used above is the case $n=0$. In density functional perturbation theory the variables are the occupied orbitals, with their orthonormality as a constraint, and their first-order changes play the part of $\mathbf r^{(1)}$. The program confirms (11) by comparing it with the third-order part of the fully minimized energy.

### What survives at finite frequency

Two kinds of permutation have to be kept apart once the frequencies are not zero. Write $\omega_3=\omega_1+\omega_2$.

**Indices alone.** Exchange $x$ and $y$ but leave the frequencies in place. From (8), since $\delta_{xyz}=\delta_{yxz}$,

$$\frac{\chi^{(2)}_{xyz}(\omega_3;\omega_1,\omega_2)}{\chi^{(2)}_{yxz}(\omega_3;\omega_1,\omega_2)}=\frac{\chi_x(\omega_3)\,\chi_y(\omega_1)}{\chi_y(\omega_3)\,\chi_x(\omega_1)} .$$

This is 1 if $\omega_x=\omega_y$, but not in general. In the example without damping the two values are 2.47 and 2.03 pm/V. The symmetry returns approximately when all frequencies, including the output, are far below the resonances and $\gamma\omega\ll\omega_i^2$, because each $D_i(\omega)$ is then close to $\omega_i^2$.

**Indices together with their frequencies.** Now let $x$ keep $\omega_3$ and $y$ keep $\omega_1$, but make $y$ the output. Since $\omega_1=\omega_3-\omega_2$, this is a difference-frequency process:

$$\chi^{(2)}_{yxz}(\omega_1;\omega_3,-\omega_2)=\delta_{yxz}\,\chi_y(\omega_1)\,\chi_x(\omega_3)\,\chi_z(\omega_2)^* .$$

Compared with $\chi^{(2)}_{xyz}(\omega_3;\omega_1,\omega_2)$, the one change is the complex conjugate on $\chi_z$. Without damping $\chi_z$ is real, and the two are equal: both are 2.47 pm/V. With damping their moduli still agree, at 2.44 pm/V, but their phases differ by $2\arg\chi_z(\omega_2)$, which is $1.48^\circ$ here.

At zero frequency there are no frequencies left to carry along and no phase from damping, so the two kinds of permutation coincide.

### When the expansion fails

All of this is leading order in the field. A first test is that the second-order displacement be small compared with the first. For motion along one axis, (5) turns this into $a|r^{(1)}|\ll|D(\omega_1+\omega_2)|$, apart from the factor $g$. By (2), $|r^{(1)}|=|qA|/(m|D(\omega_1)|)$ for the input at $\omega_1$, so for a given field the test reads $a|qA|/m\ll|D(\omega_1)|\,|D(\omega_1+\omega_2)|$. Near an input resonance this test is not enough. The third-order part of $ax^2$ is $2a\,r^{(1)}r^{(2)}$, and it drives the oscillator back at the input frequency. For inputs of similar amplitude it changes $r^{(1)}(\omega_1)$ by a relative amount of order $a|r^{(2)}|/|D(\omega_1)|$, which must also be small. Here $|r^{(2)}|$ is the largest component of the second-order motion, which may be the static, doubled or difference-frequency one and not the one at $\omega_1+\omega_2$. Both conditions are hard to meet when an input or the output frequency is near a resonance and the damping is weak, since the corresponding $|D|$ is then small. There a field that counts as weak elsewhere may no longer be weak, and higher orders have to be included. The two tests are also not sufficient, because they do not check that the periodic motion is stable. A small deviation from it feels the stiffness $\omega_x^2+2a\,r^{(1)}(t)$. For an input at $\omega_1=2\omega_x$ this is a parametric drive: write the deviation as $b(t)e^{-i\omega_xt}$ plus its complex conjugate, with $b$ slowly varying, and keep the terms at $e^{-i\omega_xt}$. This gives $\dot b=-\tfrac\gamma2b-i\,\dfrac{a\,r^{(1)}(\omega_1)}{\omega_x}\,b^*$. To leading order in the drive and the damping, the deviation therefore grows at the rate $|a\,r^{(1)}(\omega_1)|/\omega_x-\gamma/2$, so the motion is unstable once $2|a\,r^{(1)}(\omega_1)|$ exceeds about $\gamma\omega_x$, which for weak damping happens while both tests are still well satisfied.

## Table of computed values

```
length d = 0.30 nm
density N = 3.7037e+28 m^-3
resonance omega_x = 1.00e+16 rad/s
resonance omega_y = 1.20e+16 rad/s
resonance omega_z = 1.50e+16 rad/s
damping gamma = 1.00e+15 s^-1
a_xxx = 3.3333e+41 m^-1 s^-2
a_xyz = 1.6667e+41 m^-1 s^-2
w1 = 4.20e+15 rad/s, vacuum wavelength 448 nm
w2 = 2.80e+15 rad/s, vacuum wavelength 673 nm
w3=w1+w2 = 7.00e+15 rad/s, vacuum wavelength 269 nm
peak field per wave in simulation = 5.117e+07 V/m
static chi_x(0) = 1.1787
static chi_y(0) = 0.8186
static chi_z(0) = 0.5239
chi_x(w1-w2): formula 1.2021 +0.0172i, simulated 1.2021 +0.0172i
chi_x(w2): formula 1.2778 +0.0388i, simulated 1.2778 +0.0388i
chi_x(w1): formula 1.4275 +0.0728i, simulated 1.4275 +0.0728i
chi_x(w3): formula 2.2685 +0.3114i, simulated 2.2685 +0.3114i
chi_x(2w1): formula 3.7025 +1.0564i, simulated 3.7025 +1.0564i
delta_xxx formula = 4.2195 pm/V
delta_xxx simulated, sum = 4.2195 +0.0000i pm/V
delta_xxx simulated, difference = 4.2195 -0.0000i pm/V
delta_xxx simulated, doubling = 4.2195 -0.0000i pm/V
delta factor if d grows by 10 percent = 1.611
chi2_xxx static, finite differences = 6.9108 pm/V
chi2_xxx(w1+w2): Miller 17.238 +3.814i, simulated 17.238 +3.814i pm/V
chi2_xxx(w1-w2): Miller 9.264 +0.323i, simulated 9.264 +0.323i pm/V
chi2_xxx(2w1): Miller 30.826 +12.307i, simulated 30.826 +12.307i pm/V
delta_xyz formula = 2.1098 pm/V
static chi2_xyz = 1.0665 pm/V
static chi2_xzy = 1.0665 pm/V
static chi2_yxz = 1.0665 pm/V
static chi2_yzx = 1.0665 pm/V
static chi2_zxy = 1.0665 pm/V
static chi2_zyx = 1.0665 pm/V
no potential: static chi2_xyz = 2.1329, chi2_yzx = 1.0665 pm/V
undamped chi2_xyz(w3;w1,w2) = 2.4691 pm/V
undamped chi2_yxz(w1;w3,-w2) = 2.4691 pm/V
undamped chi2_yxz(w3;w1,w2) = 2.0336 pm/V
damped |chi2_xyz(w3;w1,w2)| = 2.4446 pm/V
damped |chi2_yxz(w1;w3,-w2)| = 2.4446 pm/V
their phase difference: simulated 1.477, formula 1.477 degrees
third-order energy / (m omega_x^2 d^2): full 0.44298, first-order displacements 0.44297
```
